Apparent activation energy of thermal atomic layer etching of alumina

**Problem**

Alumina is etched thermally in cycles. In the first half of each cycle, hydrogen fluoride converts the surface to a fluoride. In the second half, a metal compound exchanges ligands with the fluoride and carries aluminium away as a volatile product. The thickness of alumina removed per cycle is r1 = 0.14 Å at 150 °C and r2 = 0.61 Å at 250 °C. The gas pressures and exposure times are the same at both temperatures.

(a) Assume that the depth per cycle follows the Arrhenius law r = A exp(−E/RT) with constant A. Find E and A. What would happen if the temperatures were inserted in degrees Celsius?

(b) The depths are rounded to two decimals. What range of E does the rounding allow? What range follows if, instead, each temperature may be wrong by 3 K?

(c) Suppose that the prefactor is proportional to T^m. How does the energy in the exponent change? Evaluate it for m = −1/2 and m = 1.

(d) Consider a simple cycle. Fluorination restores a fluoride layer whose formation from bare alumina consumes a thickness h of alumina. The layer is then removed by a first-order process with rate constant k during a time t. Find the depth per cycle.

(e) Let k have the activation energy E_k, and let h depend on temperature. Find the apparent activation energy at one temperature, and relate it to the two-point value of part (a).

(f) Take h = 1.0 Å at both temperatures and t = 10 s. Find E_k, and show that for constant h it exceeds the value found in (a). How does the two-point energy change with the exposure time?

(g) Which further measurements could distinguish the Arrhenius law from the model of part (f)?

**Solution**

**(a) The two-point energy**

The Arrhenius law contains absolute temperature, so the temperatures are first converted:

T1 = 150 + 273.15 = 423.15 K

T2 = 250 + 273.15 = 523.15 K

Write the law at both temperatures and divide the second equation by the first. The unknown prefactor cancels because it is assumed constant:

r2/r1 = exp(−E/RT2) / exp(−E/RT1) = exp[(E/R)(1/T1 − 1/T2)]

The exponent is positive for positive E, since 1/T1 is larger than 1/T2. This agrees with the larger depth at the higher temperature. Define

Δ = 1/T1 − 1/T2

and take the logarithm:

ln(r2/r1) = EΔ/R

E = R ln(r2/r1)/Δ

The numbers are

r2/r1 = 0.61/0.14 = 4.3571

ln(r2/r1) = 1.4718

Δ = 4.5173 × 10⁻⁴ K⁻¹

E = (8.3145 J/(mol K) × 1.4718)/(4.5173 × 10⁻⁴ K⁻¹) = 27.1 kJ/mol

This is 0.281 eV per particle. The prefactor follows from the first data point:

A = r1 exp(E/RT1) = 309 Å per cycle

Formally, A is the depth per cycle in the limit 1/T → 0. It is about 500 times the larger measured depth and should not be read as the thickness of any layer. It also shows that the law cannot hold up to arbitrary temperature if each cycle can convert only a thin surface layer.

With Celsius temperatures in the formula, the result would be 4.59 kJ/mol. That number has no physical meaning. The exponent compares E with the thermal energy RT, which vanishes at absolute zero and not at the freezing point of water. A temperature difference is the same on both scales, but a difference of reciprocal temperatures is not.

The word "apparent" is needed for two reasons. Two points fix the two constants A and E whatever the true law may be, so their agreement with the Arrhenius form is no evidence for it. In addition, r is a depth per cycle and not a reaction rate. Its temperature dependence can come from the speed of a reaction, from the amount of material available to it, or from both.

**(b) Uncertainty of the data**

A value quoted to two decimals may differ from the unrounded one by up to 0.005 Å. The formula for E increases with r2 and decreases with r1. The extremes therefore lie at opposite ends of the two rounding intervals:

E_min = (R/Δ) ln(0.605/0.145) = 26.3 kJ/mol

E_max = (R/Δ) ln(0.615/0.135) = 27.9 kJ/mol

A small error δr changes the logarithm by δr/r. The same rounding error therefore matters more for the smaller depth, by the factor r2/r1, which is about 4.4. To reduce the rounding error of E, one should first measure the low-temperature depth better, for example by dividing the total loss over many cycles by their number.

For the temperatures, write

Δ = (T2 − T1)/(T1T2)

Raising T1 reduces Δ and raises E; raising T2 increases Δ and lowers E. With errors of up to 3 K in each temperature and the depths held at their quoted values, the extremes are

T1 − 3 K and T2 + 3 K: E = 25.5 kJ/mol

T1 + 3 K and T2 − 3 K: E = 28.9 kJ/mol

These are the worst combinations, with opposite errors. An equal shift of both temperatures leaves T2 − T1 unchanged and affects only the product T1T2. The data thus support "about 27 kJ/mol", and even the last digit of this rounded value is uncertain. Decimals are kept here only to compare formulas applied to the same data.

**(c) A prefactor that depends on temperature**

Let

r = C T^m exp(−E_m/RT)

with constant C. The ratio of the two depths now gives

ln(r2/r1) = m ln(T2/T1) + E_mΔ/R

Subtract the first term on the right, multiply by R/Δ, and recognise the two-point energy E of part (a):

E_m = R ln(r2/r1)/Δ − mR ln(T2/T1)/Δ

E_m = E − mR ln(T2/T1)/Δ

The sign is easily understood. A prefactor that grows with temperature explains part of the growth of r, so less is left for the exponential.

The case m = −1/2 arises if the depth is proportional to the number of gas molecules striking the surface, at fixed pressure and with the gas at the surface temperature. The number density is then proportional to 1/T and the mean speed to T^(1/2), so their product is proportional to T^(−1/2). The result is E_m = 29.0 kJ/mol.

The case m = 1 arises if the depth is proportional to a rate constant of transition-state form, with a prefactor proportional to T and temperature-independent enthalpy and entropy of activation. Then E_m = 23.2 kJ/mol. The difference from E is about 4 kJ/mol, which is larger than the effect of rounding. The same two data points therefore give different energies when different prefactors are assumed, and a quoted energy should state which form was used.

**(d) A model of the cycle**

Let f be the amount of fluoride on the surface, measured by the thickness of alumina that was consumed to form it. This choice avoids a conversion between the thicknesses of fluoride and alumina. During removal,

df/dt = −kf

The layer starts at f = h, so separation of variables gives

ln(f/h) = −kt

f = h exp(−x), with x = kt

This amount remains when removal stops. The next fluorination is assumed to bring the layer back to h, whatever was left over. The alumina it consumes is the missing amount:

r = h − h exp(−x) = h[1 − exp(−x)]

The first cycle is different. It starts without fluoride and consumes the full thickness h. From the second cycle on, each cycle begins with the same residue and consumes the depth r just found. The aluminium carried away, by contrast, corresponds to h[1 − exp(−x)] in every cycle, the first included. If the loss of unconverted alumina is measured, the depth per cycle must be taken from the steady part of the etch, or from enough cycles that the first one hardly matters. The total loss divided by N cycles exceeds r by (h − r)/N; for h = 1.0 Å and r = 0.14 Å this falls below 0.005 Å only beyond about 170 cycles.

There are two simple limits. For x ≪ 1, the expansion exp(−x) ≈ 1 − x gives

r ≈ hx = hkt

Here the depth is proportional to the removal rate and to the exposure time. For x ≫ 1 the exponential vanishes and r ≈ h. The removal step is then saturated: a longer exposure removes practically nothing more, and the depth measures the amount converted by fluorination.

**(e) What the apparent energy measures**

Use u = 1/T as the variable. For the Arrhenius law, ln r = ln A − Eu/R, so its slope in u is −E/R. This suggests the definition of a local apparent energy for any smooth r(T):

E_app = −R d(ln r)/du

For the cycle model,

ln r = ln h + ln[1 − exp(−x)]

The first term contributes

E_h = −R d(ln h)/du

which is positive if the converted thickness grows with temperature and negative if it shrinks. For the second term, the chain rule gives

d ln[1 − exp(−x)]/du = {exp(−x)/[1 − exp(−x)]} dx/du

Multiply the numerator and denominator of the fraction by exp(x):

d ln[1 − exp(−x)]/du = [1/(exp(x) − 1)] dx/du

The exposure time is fixed, and k is proportional to exp(−E_k u/R). Hence

dx/du = −(E_k/R)x

The minus sign cancels the one in the definition of E_app, and the factors of R cancel as well:

E_app = E_h + E_k x/(exp(x) − 1)

The factor multiplying E_k is close to 1 for small x and tends to zero for large x. It falls steadily in between, because

(exp(x) − 1)/x = 1 + x/2 + x²/6 + …

is a series with positive terms, and so it grows with x.

In the limit of weak removal, E_app = E_h + E_k. Both the available amount and the speed of removal contribute. In the saturated limit, E_app = E_h, and the removal barrier has disappeared from the result. If removal is saturated in this sense, with all the fluoride gone, an apparent energy of 27 kJ/mol would say how the converted amount changes with temperature. It would say nothing about how fast the fluoride is removed.

To connect E_app with the two-point energy, integrate its definition from u2 = 1/T2 to u1 = 1/T1:

∫ E_app du = −R[ln r1 − ln r2] = R ln(r2/r1)

The length of the interval is u1 − u2 = Δ. Division by Δ gives

E = (1/Δ) ∫ E_app du

The two-point energy is thus the average of the local energy over reciprocal temperature. This holds for any smooth, positive r(T), not just for the cycle model. A single number near 27 kJ/mol may hide a local energy that changes considerably across the interval.

**(f) The removal barrier for a constant layer**

Solve the depth formula for x:

exp(−x) = 1 − r/h

x = −ln(1 − r/h)

This requires h > r at both temperatures, so h must exceed 0.61 Å. For h = 1.0 Å,

x1 = −ln(0.86) = 0.1508

x2 = −ln(0.39) = 0.9416

Division by the exposure of 10 s gives the rate constants

k1 = 0.0151 s⁻¹

k2 = 0.0942 s⁻¹

The exposure is the same at both temperatures, so k2/k1 = x2/x1. The Arrhenius law for k then gives

E_k = R ln(x2/x1)/Δ = 33.7 kJ/mol

This is higher than the two-point energy of the depth. At 250 °C a large part of the layer has gone before the exposure ends, and the removal slows down for lack of fluoride. The depth therefore grows less with temperature than the rate constant does.

The inequality holds for every permitted constant h. Put y = r/h and write

x = y q(y)

q(y) = −ln(1 − y)/y = 1 + y/2 + y²/3 + …

For 0 < y < 1, q increases with y. Since y2 > y1,

x2/x1 = (y2/y1)[q(y2)/q(y1)] > y2/y1 = r2/r1

The logarithm preserves the inequality, and multiplication by the positive factor R/Δ gives E_k > E. For a thick layer both values of y are small, both values of q approach 1, and E_k approaches E. In the opposite limit, h approaches 0.61 Å from above, x2 grows without bound, and so does the inferred barrier.

Two other layers show how strongly the answer depends on h. With the same measured depths, h = 0.7 Å gives E_k = 40.8 kJ/mol, and h = 2.0 Å gives 29.7 kJ/mol. The depths alone cannot decide between these values; h must be found separately, for example from the depth reached after long removal exposures, provided that these remove all the fluoride.

For h = 1.0 Å the local apparent energy falls from 31.2 kJ/mol at 150 °C to 20.3 kJ/mol at 250 °C. Numerical integration over 1/T gives an average of 27.09 kJ/mol, equal to the two-point value, as part (e) requires.

Now keep h and the two rate constants fixed and change the exposure time. Doubling it to 20 s doubles x, so the remaining fractions 0.86 and 0.39 are squared:

E(20 s) = (R/Δ) ln[(1 − 0.39²)/(1 − 0.86²)] = 21.7 kJ/mol

An exposure of 1 s would give 33.0 kJ/mol, close to E_k, because removal is then weak at both temperatures. For very long exposures both depths approach h, their ratio approaches 1, and the two-point energy approaches zero. The chemistry is the same in all these cases. The reported energy changes because the recipe changes, so in this model it is a property of the whole cycle and not of the removal reaction alone.

**(g) Measurements that can tell the laws apart**

A third temperature is the simplest test. The Arrhenius prediction can be written without A:

r(T) = r1 exp[(E/R)(1/T1 − 1/T)]

For the cycle model, x is extrapolated with E_k and then inserted into the depth formula:

x(T) = x1 exp[(E_k/R)(1/T1 − 1/T)]

r(T) = h[1 − exp(−x(T))]

A straight line in T through the two data points serves as a third comparison, without a physical model behind it. With h = 1.0 Å and t = 10 s, the predicted depths per cycle are:

At 200 °C: Arrhenius 0.316 Å; cycle model 0.340 Å; straight line 0.375 Å.

At 300 °C: Arrhenius 1.05 Å; cycle model 0.843 Å; straight line 0.845 Å.

At 200 °C the Arrhenius law and the cycle model differ by 0.024 Å. This exceeds the rounding error of a single depth, but a convincing decision would also need the measurement errors of all three points. With errors of up to 3 K in each of the three temperatures, the ranges predicted by the two laws overlap. At 300 °C these two laws differ by about 0.2 Å and are easier to separate. The cycle model and the straight line, however, nearly coincide there, although they differ by 0.035 Å at 200 °C. A good choice of temperature thus depends on which laws are to be compared. These separations hold for h = 1.0 Å. As h grows, the cycle model approaches the Arrhenius curve (h = 2.0 Å gives 0.324 Å at 200 °C and 0.966 Å at 300 °C), so a third temperature cannot exclude the model with a thick layer.

The Arrhenius depth reaches 1.0 Å at about 295 °C. Above that temperature it would exceed the whole layer that the cycle model allows. A steady depth above 1.0 Å per cycle would therefore rule out the model with this constant h, though not a model with a thicker or temperature-dependent layer.

Changing the removal time at fixed temperature is a more direct test of the meaning of E. At 150 °C the model predicts that doubling the exposure multiplies the depth by

(1 − 0.86²)/(1 − 0.86) = 1 + 0.86 = 1.86

In general the factor is 2 − r/h. At 150 °C it depends little on h, while at 250 °C it is 1.39 for h = 1.0 Å and is far more sensitive to the layer. In a saturated removal step the depth would hardly change. The first outcome would show that the removal speed still limits the depth, so that its temperature dependence enters the apparent energy. The second would show that an amount limits the depth: either the fluoride formed or, if reaction products block the surface, the part of it that can be removed before blocking.

**Relation to a real process**

Depths of a few tenths of an ångström per cycle, at temperatures of roughly 150 to 300 °C, are a realistic range for thermal etching of alumina with hydrogen fluoride and ligand exchange. The layer of 1.0 Å and the exposure of 10 s are round model values, not properties of a particular reactor. The assumption of a constant layer with unfinished removal may fail. In an ideal atomic layer etch, the exposures are long enough for both half-cycles to saturate. If that is achieved, the inferred removal barrier of 33.7 kJ/mol loses its basis. When removal stops because the fluoride is used up, the 27.1 kJ/mol is the average of E_h over 1/T, which may reflect the fluorination itself or ligands left on the surface that hinder it. Removal can also stop earlier, because reaction products block the surface sites. Some fluoride then stays behind although a longer exposure removes no more, and the apparent energy then describes how the amount removed before blocking changes with temperature. The two depths alone cannot tell these cases apart. The numerical output below lists the values used here.

Numbers as computed

```
INPUTS
Etch depth at 150 C: 0.14 angstrom/cycle
Etch depth at 250 C: 0.61 angstrom/cycle
Lower temperature T1: 423.15 K
Upper temperature T2: 523.15 K
Gas constant R: 8.3145 J/(mol K)
Chosen layer h: 1.0 angstrom
Chosen removal exposure: 10 s
TWO-POINT ENERGY
Rate ratio r2/r1: 4.3571 (no unit)
ln(r2/r1): 1.4718 (no unit)
1/T1 - 1/T2: 4.5173 1e-4/K
Apparent energy E: 27.09 kJ/mol
Apparent energy E: 0.281 eV
Prefactor A: 309 angstrom/cycle
Wrong energy from Celsius: 4.59 kJ/mol
ERRORS AND PREFACTOR
Half of last digit in rates: 0.005 angstrom/cycle
Rounding, lowest E: 26.3 kJ/mol
Rounding, highest E: 27.9 kJ/mol
Chosen temperature error: 3 K
Temperature error, lowest E: 25.5 kJ/mol
Temperature error, highest E: 28.9 kJ/mol
E with prefactor power m=-0.5: 29.0 kJ/mol
E with prefactor power m=1.0: 23.2 kJ/mol
REMOVAL MODEL, CONSTANT h
x at 150 C: 0.1508 (no unit)
x at 250 C: 0.9416 (no unit)
k at 150 C: 0.0151 1/s
k at 250 C: 0.0942 1/s
Removal barrier for h=0.7 angstrom: 40.8 kJ/mol
Removal barrier for h=1.0 angstrom: 33.7 kJ/mol
Removal barrier for h=2.0 angstrom: 29.7 kJ/mol
Local apparent energy at 150 C: 31.2 kJ/mol
Local apparent energy at 250 C: 20.3 kJ/mol
Average of local energy over 1/T: 27.09 kJ/mol
Two-point E, exposure 1 s: 33.0 kJ/mol
Two-point E, exposure 10 s: 27.1 kJ/mol
Two-point E, exposure 20 s: 21.7 kJ/mol
PREDICTIONS
Arrhenius at 200 C: 0.316 angstrom/cycle
Straight line at 200 C: 0.375 angstrom/cycle
Constant-h model at 200 C: 0.340 angstrom/cycle
Arrhenius at 300 C: 1.050 angstrom/cycle
Straight line at 300 C: 0.845 angstrom/cycle
Constant-h model at 300 C: 0.843 angstrom/cycle
Arrhenius depth reaches h at: 295 C
```
